# Low hole density in GaN:Mg does not prove missing acceptors: test program

```python
"""
Result under test: hydrogen can suppress the hole density of Mg-doped GaN
although Mg occupies Ga sites; removing hydrogen restores the holes.

Symbols (densities in cm^-3, energies in eV):
  NA      substitutional acceptors, including those complexed with hydrogen
  ND      other donors, always ionized
  p       holes;  h  isolated H+;  C  neutral acceptor-hydrogen complexes
  A_minus, A_zero    ionized and neutral uncomplexed acceptors
  K_A = p*A_minus/A_zero,  K_d = h*A_minus/C
  kappa = h/p in equilibrium with a hydrogen reservoir
Closed formulas are compared with numerical Fermi integrals and
grand-canonical site occupation; annealing is followed by rate equations.
All material parameters are round model values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

KB = const.k / const.e
NA, ND = 2.0e19, 1.0e18
E_A, G_A = 0.20, 4.0
E_B, N_SITES, Z_PAIR = 0.70, 4.0e22, 4.0
M_HOLE, M_ELECTRON, GAP = 1.5, 0.2, 3.0
T_GROW, T_ROOM, T_ANNEAL = 1300.0, 300.0, 1000.0
KAPPA = 1000.0
LOSS, DISSOCIATION = 0.01, 10.0       # rates in 1/s at T_ANNEAL
T_HOLD = 1800.0                       # s


def band_density(T, mass):
    x = 2*np.pi*mass*const.m_e*const.k*T/const.h**2
    return 2*x**1.5*1e-6


def K_A(T):
    return band_density(T, M_HOLE)/G_A*np.exp(-E_A/(KB*T))


def K_d(T):
    return N_SITES/Z_PAIR*np.exp(-E_B/(KB*T))


# ---------- closed formulas ----------
def holes(T, free_acceptors, donors):
    K = K_A(T)
    S = free_acceptors - donors
    b = donors + K
    return 2*K*S/(b + np.sqrt(b*b + 4*K*S))


def reservoir_formula(T, kappa):
    B = 1/K_A(T) + kappa/K_d(T)
    b = 1 + kappa + ND*B
    S = NA - ND
    p = 2*S/(b + np.sqrt(b*b + 4*(1 + kappa)*B*S))
    h = kappa*p
    A_minus = ND + p + h
    return dict(p=p, h=h, Am=A_minus, A0=A_minus*p/K_A(T),
                C=A_minus*h/K_d(T))


# ---------- direct statistical calculation ----------
U = np.linspace(0, 9, 721)
DU = U[1] - U[0]


def fermi_integral(a):
    return 4/np.sqrt(np.pi)*np.sum(U**2/(1 + np.exp(U**2 + a)))*DU


def populations(T, EF, eta, acceptors, binding):
    kT = KB*T
    w0 = G_A*np.exp((E_A - EF)/kT)
    wH = Z_PAIR*np.exp((eta + binding)/kT)
    Z = 1 + w0 + wH
    return dict(
        p=band_density(T, M_HOLE)*fermi_integral(EF/kT),
        n=band_density(T, M_ELECTRON)*fermi_integral((GAP - EF)/kT),
        h=N_SITES/(1 + np.exp(-eta/kT)),
        Am=acceptors/Z, A0=acceptors*w0/Z, C=acceptors*wH/Z)


def direct(T, acceptors, donors, eta_of_EF, binding=E_B):
    def charge(EF):
        s = populations(T, EF, eta_of_EF(EF), acceptors, binding)
        return s['p'] + donors + s['h'] - s['Am'] - s['n']
    EF = brentq(charge, -0.5, GAP + 0.5, xtol=1e-14)
    return populations(T, EF, eta_of_EF(EF), acceptors, binding)


def direct_reservoir(T, kappa):
    mu = KB*T*np.log(kappa*band_density(T, M_HOLE)/N_SITES)
    return direct(T, NA, ND, lambda EF: mu - EF)


def direct_closed(T, H_total, binding=E_B):
    def state(eta):
        return direct(T, NA, ND, lambda EF: eta, binding)

    def excess(eta):
        s = state(eta)
        return s['h'] + s['C'] - H_total
    top = KB*T*np.log(2*H_total/N_SITES)
    return state(brentq(excess, -3.0, top, xtol=1e-14))


def direct_without_H(acceptors, donors):
    return direct(T_ROOM, acceptors, donors, lambda EF: -3.0)['p']


def close(a, b, tol):
    assert abs(a/b - 1) < tol, (a, b, tol)


# ---------- growth and cooling ----------
kappa_rows = []
for kap in (1000.0, 100.0, 10.0):
    f = reservoir_formula(T_GROW, kap)
    d = direct_reservoir(T_GROW, kap)
    for key in ('p', 'h', 'Am', 'A0', 'C'):
        close(f[key], d[key], 0.01)
    H = f['h'] + f['C']
    close(NA - ND - d['h'] - d['C'], f['p'] + f['A0'], 0.01)
    p_room = holes(T_ROOM, NA - H, ND)
    close(p_room, direct_closed(T_ROOM, H)['p'], 0.01)
    kappa_rows.append((kap, H, p_room))

grown = reservoir_formula(T_GROW, KAPPA)
grown_direct = direct_reservoir(T_GROW, KAPPA)
assert grown_direct['n'] < 0.01*grown_direct['p']
H0, p0 = kappa_rows[0][1:]
surplus = NA - ND - H0
cold = direct_closed(T_ROOM, H0)
assert cold['h'] < 1e-4*cold['C']

# The same hydrogen kept isolated instead of paired
p_unpaired = holes(T_ROOM, NA, ND + H0)
close(p_unpaired, direct_closed(T_ROOM, H0, binding=-1.0)['p'], 0.01)

# ---------- hydrogen-free films with the same hole density ----------
K_room = K_A(T_ROOM)
NA_misplaced = (p0 + ND)*(1 + p0/K_room)
ND_compensated = (K_room*(NA - p0) - p0**2)/(K_room + p0)
p_misplaced = direct_without_H(NA_misplaced, ND)
p_compensated = direct_without_H(NA, ND_compensated)
close(p_misplaced, p0, 0.01)
close(p_compensated, p0, 0.01)

# ---------- annealing by rate equations ----------
UNIT = 1e19


def rates(t, y, loss):
    C, h = y*UNIT
    p = holes(T_ANNEAL, NA - C, ND + h)
    A_minus = ND + h + p
    release = DISSOCIATION*(C - h*A_minus/K_d(T_ANNEAL))
    return np.array([-release, release - loss*h])/UNIT


def anneal(duration, loss):
    r = solve_ivp(rates, (0, duration), [H0/UNIT, 0.0], args=(loss,),
                  method='BDF', rtol=1e-8, atol=1e-12, dense_output=True)
    assert r.success
    return r.sol


sealed = anneal(100.0, 0.0)(100.0)*UNIT
sealed_direct = direct_closed(T_ANNEAL, H0)
close(sealed[0], sealed_direct['C'], 0.01)
close(sealed[1], sealed_direct['h'], 0.01)
close(sealed.sum(), H0, 1e-6)
p_sealed = direct_closed(T_ROOM, sealed.sum())['p']
close(p_sealed, p0, 0.01)

history = anneal(4000.0, LOSS)


def H_at(t):
    return history(t).sum()*UNIT


H1 = H_at(T_HOLD)
t90 = brentq(lambda t: H_at(t) - 0.1*H0, 1.0, 4000.0)
late_numeric = np.log(H_at(3500.0)/H_at(4000.0))/500.0
A_late = ND + holes(T_ANNEAL, NA, ND)
late_formula = LOSS/(1 + A_late/K_d(T_ANNEAL))
close(late_numeric, late_formula, 0.01)

p1 = holes(T_ROOM, NA - H1, ND)
close(p1, direct_closed(T_ROOM, H1)['p'], 0.01)
p_free = holes(T_ROOM, NA, ND)
close(p_free, direct_without_H(NA, ND), 0.01)
assert p1 > 100*p0

# Equilibrium anneal in a hydrogen-rich ambient
rich = reservoir_formula(T_ANNEAL, KAPPA)
rich_direct = direct_reservoir(T_ANNEAL, KAPPA)
for key in ('p', 'h', 'C'):
    close(rich[key], rich_direct[key], 0.01)
H_rich = rich['h'] + rich['C']
p_rich = holes(T_ROOM, NA - H_rich, ND)
close(p_rich, direct_closed(T_ROOM, H_rich)['p'], 0.01)
assert p_rich < 0.01*p1

# ---------- acceptor bound that needs no donor density ----------
bound0 = p0*(1 + p0/K_room)
bound1 = p1*(1 + p1/K_room)
close(direct_without_H(bound1, 0.0), p1, 0.01)
for fraction in (0.1, 0.3, 0.6, 0.9):
    assert direct_without_H(bound1, fraction*bound1) < p1
assert NA_misplaced < bound1 < NA


def show(label, value, unit='cm^-3', form='.3e'):
    print(f"{label}: {value:{form}} {unit}".rstrip())


print("INPUTS")
show("acceptors on Ga sites NA", NA)
show("other donors ND", ND)
show("ionization energy E_A", E_A, 'eV', '.2f')
show("acceptor degeneracy g", G_A, '', '.0f')
show("pair binding energy E_b", E_B, 'eV', '.2f')
show("interstitial site density N_s", N_SITES)
show("pair positions per acceptor z", Z_PAIR, '', '.0f')
show("hole mass / electron rest mass", M_HOLE, '', '.1f')
show("growth temperature", T_GROW, 'K', '.0f')
show("room temperature", T_ROOM, 'K', '.0f')
show("anneal temperature", T_ANNEAL, 'K', '.0f')
show("H+ loss rate w", LOSS, '1/s', '.3f')
show("complex dissociation rate", DISSOCIATION, '1/s', '.1f')
print("GROWTH, kappa = %.0f" % KAPPA)
show("N_v at growth", band_density(T_GROW, M_HOLE))
show("K_A at growth", K_A(T_GROW))
show("K_d at growth", K_d(T_GROW))
show("holes at growth", grown['p'])
show("isolated H+ at growth", grown['h'])
show("ionized acceptors at growth", grown['Am'])
show("neutral free acceptors at growth", grown['A0'])
show("complexes at growth", grown['C'])
show("total hydrogen H", H0)
show("surplus S = NA-ND-H", surplus)
print("ROOM TEMPERATURE, AS GROWN")
show("N_v at room temperature", band_density(T_ROOM, M_HOLE))
show("K_A at room temperature", K_room)
show("K_d at room temperature", K_d(T_ROOM))
show("as-grown holes", p0)
show("complexed share of NA", 100*cold['C']/NA, '%', '.2f')
show("isolated H+ left", cold['h'])
show("holes if all H stayed isolated", p_unpaired)
for kap, H, p in kappa_rows[1:]:
    print(f"kappa {kap:.0f}: H {H:.3e}, room holes {p:.3e} cm^-3")
show("look-alike, misplaced Mg: NA", NA_misplaced)
show("look-alike, compensated: ND", ND_compensated)
print("ANNEAL AND RESULT")
show("K_A at anneal", K_A(T_ANNEAL))
show("K_d at anneal", K_d(T_ANNEAL))
show("sealed film: H isolated while hot", 100*sealed[1]/H0, '%', '.1f')
show("sealed film: holes after cooling", p_sealed)
show("time to lose 90% of H", t90, 's', '.0f')
show("late loss rate, rate equations", late_numeric, '1/s', '.3e')
show("late loss rate, formula", late_formula, '1/s', '.3e')
print(f"H left after {T_HOLD:.0f} s: {H1:.3e} cm^-3")
show("holes after anneal and cooling", p1)
show("hole density gain", p1/p0, 'times', '.0f')
show("holes / NA after anneal", 100*p1/NA, '%', '.2f')
show("holes with no hydrogen at all", p_free)
show("holes after H-rich anneal", p_rich)
show("lower bound on NA before anneal", bound0)
show("lower bound on NA after anneal", bound1)
print("finished without a failed check")
```

Printed output:

```
INPUTS
acceptors on Ga sites NA: 2.000e+19 cm^-3
other donors ND: 1.000e+18 cm^-3
ionization energy E_A: 0.20 eV
acceptor degeneracy g: 4
pair binding energy E_b: 0.70 eV
interstitial site density N_s: 4.000e+22 cm^-3
pair positions per acceptor z: 4
hole mass / electron rest mass: 1.5
growth temperature: 1300 K
room temperature: 300 K
anneal temperature: 1000 K
H+ loss rate w: 0.010 1/s
complex dissociation rate: 10.0 1/s
GROWTH, kappa = 1000
N_v at growth: 4.159e+20 cm^-3
K_A at growth: 1.744e+19 cm^-3
K_d at growth: 1.933e+19 cm^-3
holes at growth: 1.152e+16 cm^-3
isolated H+ at growth: 1.152e+19 cm^-3
ionized acceptors at growth: 1.253e+19 cm^-3
neutral free acceptors at growth: 8.273e+15 cm^-3
complexes at growth: 7.464e+18 cm^-3
total hydrogen H: 1.898e+19 cm^-3
surplus S = NA-ND-H: 1.979e+16 cm^-3
ROOM TEMPERATURE, AS GROWN
N_v at room temperature: 4.610e+19 cm^-3
K_A at room temperature: 5.033e+15 cm^-3
K_d at room temperature: 1.740e+10 cm^-3
as-grown holes: 9.909e+13 cm^-3
complexed share of NA: 94.90 %
isolated H+ left: 3.302e+11 cm^-3
holes if all H stayed isolated: 4.984e+12 cm^-3
kappa 100: H 1.880e+19, room holes 9.808e+14 cm^-3
kappa 10: H 1.721e+19, room holes 8.904e+15 cm^-3
look-alike, misplaced Mg: NA: 1.020e+18 cm^-3
look-alike, compensated: ND: 1.961e+19 cm^-3
ANNEAL AND RESULT
K_A at anneal: 6.887e+18 cm^-3
K_d at anneal: 2.966e+18 cm^-3
sealed film: H isolated while hot: 30.4 %
sealed film: holes after cooling: 9.909e+13 cm^-3
time to lose 90% of H: 870 s
late loss rate, rate equations: 2.446e-03 1/s
late loss rate, formula: 2.447e-03 1/s
H left after 1800 s: 1.917e+17 cm^-3
holes after anneal and cooling: 8.670e+16 cm^-3
hole density gain: 875 times
holes / NA after anneal: 0.43 %
holes with no hydrogen at all: 8.752e+16 cm^-3
holes after H-rich anneal: 5.742e+13 cm^-3
lower bound on NA before anneal: 1.010e+14 cm^-3
lower bound on NA after anneal: 1.580e+18 cm^-3
finished without a failed check
```
